# Valence state interaction and the spin-orbit splitting of thallium 6p

**Comment on the claim that state interaction among valence states gives the exact spin-orbit splitting**

## The argument under review

The manuscript argues as follows. A scalar-relativistic calculation gives the spin-free valence states of thallium, 6s²6p and the other configurations built from 6s and 6p. The spin-orbit operator is then diagonalized in this set rather than treated as a perturbation. Diagonalization sums spin-orbit effects to every order, so the ²P₁/₂–²P₃/₂ splitting is said to be exact up to the quality of the spin-free energies, and agreement with the measured value, roughly 1 eV, is offered as proof.

Diagonalization is exact within the space it is given. The question is whether the valence space contains the eigenstates. The analysis below uses a model in which this can be decided without correlation: independent electrons in a frozen central potential \(V(r)\) with a point nucleus of charge \(Ze\), without the Breit interaction. Units are Gaussian, with \(\alpha=e^2/\hbar c\); numbers are in hartree and bohr. A numerical check of the main results accompanies this comment.

## 1. Splitting the Hamiltonian

With \(E\) measured from \(mc^2\), the radial Dirac equations for the large and small components \(P,Q\) are
\[
\hbar c\Big(P'+\frac{\kappa}{r}P\Big)=(2mc^2+E-V)\,Q,\qquad \hbar c\Big(Q'-\frac{\kappa}{r}Q\Big)=-(E-V)\,P,
\]
with \(\kappa=l\) for \(j=l-\tfrac12\) and \(\kappa=-(l+1)\) for \(j=l+\tfrac12\). Define \(M=m+(E-V)/2c^2\) and \(K=1/M\). The first equation gives \(Q=(\hbar K/2c)(P'+\kappa P/r)\), and the second becomes
\[
-\frac{\hbar^2}{2}\Big(\frac{d}{dr}-\frac{\kappa}{r}\Big)\Big[K\Big(P'+\frac{\kappa}{r}P\Big)\Big]+VP=EP .
\]
The derivative of the bracket is \((KP')'+\kappa K'P/r+\kappa KP'/r-\kappa KP/r^2\). The factor \(-\kappa/r\) contributes \(-\kappa KP'/r-\kappa^2KP/r^2\). The two \(P'/r\) terms cancel, leaving
\[
-\frac{\hbar^2}{2}(KP')'+\frac{\hbar^2\kappa(\kappa+1)K}{2r^2}P-\frac{\hbar^2\kappa K'}{2r}P+VP=EP .
\]
Both values of \(\kappa\) give \(\kappa(\kappa+1)=l(l+1)\). Let \(g=\tfrac12[j(j+1)-l(l+1)-\tfrac34]\) be the eigenvalue of \(\mathbf l\cdot\mathbf s\) in units of \(\hbar^2\). It is \(-(l+1)/2\) for \(j=l-\tfrac12\) and \(l/2\) for \(j=l+\tfrac12\), so in both cases \(-\kappa=1+2g\). Hence
\[
H(g)=H_0+g\,\xi(r),\qquad \xi=\frac{\hbar^2K'}{r}=\frac{\hbar^2V'}{2c^2M^2r},
\]
\[
H_0=-\frac{\hbar^2}{2}\frac{d}{dr}K\frac{d}{dr}+\frac{\hbar^2l(l+1)K}{2r^2}+\frac{\hbar^2K'}{2r}+V,
\]
where \(K'=-M'/M^2=V'/(2c^2M^2)\). The zeroth-order regular approximation (ZORA) sets \(E=0\) in \(M\). Then \(H_0\) and \(\xi\) are fixed Hermitian operators on the same space of functions \(P\), and \(H_0\) is the scalar-relativistic Hamiltonian. For \(l=1\), \(g=-1\) (p₁/₂, two states) and \(g=+\tfrac12\) (p₃/₂, four states). The two levels are eigenvalues of two different radial operators, \(H_0-\xi\) and \(H_0+\tfrac12\xi\), with eigenfunctions \(P_g\). "Exact" below means these eigenvalues, and \(\Delta=E(\tfrac12)-E(-1)\).

## 2. What the valence diagonalization yields

Let \(H_0P_0=E_0P_0\) be the normalized scalar 6p function. The six determinants core·6s²·6p share it. In the \(|jm_j\rangle\) basis \(\mathbf l\cdot\mathbf s\) is diagonal. A closed shell adds the trace of \(\mathbf l\cdot\mathbf s\), \(2l\cdot[-(l+1)/2]+(2l+2)(l/2)=0\). The matrix is therefore already diagonal:
\[
E_{\rm SI}(g)=E_0+g\zeta,\qquad \zeta=\langle P_0|\xi|P_0\rangle,\qquad \Delta_{\rm SI}=\tfrac32\zeta .
\]
This is first-order perturbation theory. It fixes the ratio \((E_0-E_{1/2})/(E_{3/2}-E_0)=2\), leaves the weighted mean \((2E_{1/2}+4E_{3/2})/6\) at \(E_0\), and assigns one radial function to both levels.

Adding the other 6s6p configurations changes nothing in this model. The operator \(\xi\,\mathbf l\cdot\mathbf s\) acts on one electron and conserves \(l\), so it connects 6s²6p to determinants in which the p electron moves to a p orbital; inside the valence set the one p radial function is \(P_0\). With electron repulsion restored, configurations such as 6p³ mix in and alter the angular coefficients, but each matrix element of this one-electron operator is still a number times the same \(\zeta\). A spin-free correction to the diagonal shifts all six components of ²P equally. Neither supplies a second p radial function.

## 3. The exact splitting

For normalized \(P_g\), differentiate \(E(g)=\langle P_g|H(g)|P_g\rangle\). The terms with \(\partial_gP_g\) give \(E\,\partial_g\langle P_g|P_g\rangle=0\), so \(dE/dg=\zeta(g)\equiv\langle P_g|\xi|P_g\rangle\) (Hellmann–Feynman), and
\[
\Delta=\int_{-1}^{1/2}\zeta(g)\,dg .
\]
State interaction replaces the integrand by \(\zeta(0)\). It is right if the mean of \(\zeta(g)\) over the interval equals \(\zeta(0)\), for instance if \(P_g\) did not depend on \(g\).

Write \(P_g\propto P_0+gP_1+g^2P_2+\dots\) with \(\langle P_0|P_k\rangle=0\), and \(E=E_0+g\zeta+g^2E_2+g^3E_3+\dots\). Orders \(g\) and \(g^2\) of the eigenvalue equation are
\[
(H_0-E_0)P_1=-(\xi-\zeta)P_0,\qquad (H_0-E_0)P_2=-(\xi-\zeta)P_1+E_2P_0 .
\]
The right side of the first vanishes only if \(\xi=\zeta\) wherever \(P_0\ne0\), and \(\xi\) is not constant, so \(P_1\neq0\): the radial shape changes at first order. Projecting the second on \(P_0\) gives \(E_2=\langle P_0|\xi-\zeta|P_1\rangle\). Expanding \(P_1\) in scalar p states \(P_n\), the first equation gives coefficients \(\xi_{n0}/(E_0-E_n)\), so
\[
E_2=\sum_{n\ne0}\frac{|\xi_{n0}|^2}{E_0-E_n},\qquad \xi_{n0}=\langle P_n|\xi|P_0\rangle ,
\]
with core, Rydberg and continuum p states all included. Projecting order \(g^3\) on \(P_0\) gives \(E_3=\langle P_0|\xi-\zeta|P_2\rangle\). Replacing \((\xi-\zeta)P_0\) by \(-(H_0-E_0)P_1\) and then using the second equation gives \(E_3=\langle P_1|\xi-\zeta|P_1\rangle\). The coefficient of \(E_k\) in \(\Delta\) is \((\tfrac12)^k-(-1)^k\), and in the weighted mean it is \([(-1)^k+2(\tfrac12)^k]/3\):
\[
\Delta=\tfrac32\zeta-\tfrac34E_2+\tfrac98E_3-\tfrac{15}{16}E_4+\dots,\qquad \bar E-E_0=\tfrac12E_2-\tfrac14E_3+\tfrac38E_4-\dots
\]
The norm changes at second order because \(\langle P_0|P_1\rangle=0\), so \(d\langle r\rangle/dg=2\langle P_1|r|P_0\rangle\) at \(g=0\).

## 4. The size of the omission at small \(Z\alpha\)

For a hydrogenic 2p electron with \(Z\alpha\ll1\), set \(M\to m\). Then \(\xi=\hbar^2Ze^2/(2m^2c^2r^3)\). With \(\rho=Zr/a_0\) and energies in \(Z^2\) hartree, \(\xi=\lambda\rho^{-3}\) with \(\lambda=(Z\alpha)^2/2\), and \(P_0^2=\rho^4e^{-\rho}/24\). The mean \(\langle\rho^{-3}\rangle=\int\rho e^{-\rho}d\rho/24=1/24\).

Take unit \(\lambda\) and put \(P_1=FP_0\). Since \((H_0-E_0)P_0=0\), one has \((H_0-E_0)FP_0=-\tfrac12F''P_0-F'P_0'=-(P_0^2F')'/(2P_0)\), so
\[
(P_0^2F')'=2\Big(\rho^{-3}-\tfrac1{24}\Big)P_0^2=\tfrac1{12}\Big(\rho-\tfrac{\rho^4}{24}\Big)e^{-\rho}.
\]
The integrals from 0 are \(\int_0^\rho se^{-s}ds=1-e^{-\rho}(1+\rho)\) and \(\int_0^\rho s^4e^{-s}ds/24=1-e^{-\rho}(1+\rho+\rho^2/2+\rho^3/6+\rho^4/24)\). Their difference gives \(P_0^2F'=\tfrac1{12}e^{-\rho}(\rho^2/2+\rho^3/6+\rho^4/24)\), and division by \(P_0^2\) gives
\[
F'=\rho^{-2}+\frac1{3\rho}+\frac1{12}.
\]
Then \(E_2=\int(\rho^{-3}-\tfrac1{24})P_0^2F\,d\rho=\tfrac12\int(P_0^2F')'F\,d\rho\). The additive constant in \(F\) drops out because the bracket has zero mean. The boundary term \(P_0^2F'F\) goes as \(\rho^2\cdot\rho^{-1}\) at the origin and vanishes. So
\[
E_2=-\tfrac12\int P_0^2F'^2d\rho=-\tfrac1{48}\int_0^\infty e^{-\rho}\Big(1+\tfrac\rho3+\tfrac{\rho^2}{12}\Big)^2d\rho .
\]
The square is \(1+\tfrac23\rho+\tfrac5{18}\rho^2+\tfrac1{18}\rho^3+\tfrac1{144}\rho^4\). With \(\int\rho^ke^{-\rho}d\rho=k!\) it integrates to \(1+\tfrac23+\tfrac59+\tfrac13+\tfrac16=\tfrac{49}{18}\), so \(E_2=-49/864\). Restoring \(\lambda\), \(\zeta=\lambda/24\) and \(E_2=-49\lambda^2/864\), so \(E_2/\zeta=-\tfrac{49}{36}\lambda=-\tfrac{49}{72}(Z\alpha)^2\). The shortfall relative to the splitting is, to leading order,
\[
\frac{\Delta-\Delta_{\rm SI}}{\Delta}\to\frac{-\tfrac34E_2}{\tfrac32\zeta}=\frac{49}{144}(Z\alpha)^2\approx0.3403\,(Z\alpha)^2 .
\]
Direct ZORA eigenvalues for \(Z=2\) give the coefficient 0.3402. In this limit the manuscript's claim fails only by a relative error of order \((Z\alpha)^2\), which vanishes as \(Z\alpha\to0\). Because \(F'>0\), the p₁/₂ function \((1-\lambda F)P_0\) is drawn inward and the p₃/₂ function pushed outward. Integrating, \(F=-1/\rho+\tfrac13\ln\rho+\rho/12+\text{const}\). The relative correction \(\lambda F\) grows as \(1/\rho\) toward the nucleus, where \(\xi\) is largest; it also grows as \(\rho/12\) in the tail, where \(\xi\) and \(P_0\) are small.

## 5. Behaviour at the nucleus

For \(r\ll a=Ze^2/2mc^2\), \(M\approx ma/r\), so \(K\approx r/ma\) and \(K'\approx1/ma\). Insert \(P=r^\gamma\) and \(l=1\) and factor out \(\hbar^2r^{\gamma-1}/2ma\). The kinetic term gives \(-\gamma^2\), the centrifugal term 2, the \(K'\) terms \(1+2g\), and \(V\) gives \(-2maZe^2/\hbar^2=-(Z\alpha)^2\). The term \(EP\) is one power of \(r\) higher. Thus
\[
\gamma^2=3+2g-(Z\alpha)^2 .
\]
Here \(\xi\sim1/r\) is as singular as the kinetic and Coulomb terms, so it changes the exponent. For Tl, \((Z\alpha)^2=0.34938\) and \(a=2.16\times10^{-3}\) bohr, giving \(\gamma=0.807,\ 1.628,\ 1.911\) for \(g=-1,0,\tfrac12\). The logarithmic derivatives of the computed 6p functions at \(10^{-5}\) bohr are 0.809, 1.628 and 1.910. No multiple of \(P_0\), and no finite sum of scalar p functions, all of which start as \(r^{1.628}\), has the p₁/₂ or p₃/₂ exponent. A finite nucleus would replace these powers inside its radius.

In the same region, with \(x=\ln r\), the energy form is \((\hbar^2/2ma)\int(P_x^2+\gamma^2P^2)\,dx\) and the norm is \(\int P^2e^xdx\). If \(\gamma^2<0\), a half-wave of width greater than \(\pi/|\gamma|\) in \(x\) has a negative form. Moving it to \(x\to-\infty\) keeps the form and sends the norm to zero, so \(H(g)\) is unbounded below for \(g<g^*=-(3-(Z\alpha)^2)/2=-1.325\). The check confirms that \(H(g)+Z^2\) hartree is positive at \(g=-1.25\) and not at \(g=-1.45\).

## 6. Worked example

The potential is taken from an all-electron radial scalar-ZORA calculation in the local density approximation (Slater exchange, VWN correlation), spherical and spin-unpolarized, for the configuration ns²np^0.5. Half occupation is Slater's transition state: by Janak's theorem the ionization energy is \(-\int_0^1\varepsilon\,dn\), which the midpoint value approximates. The potential is then frozen. The basis is B-splines in a 60 bohr box, so the continuum appears as pseudo-states. With 1 hartree = 219474.63 cm⁻¹ and \(s=(\Delta-\Delta_{\rm SI})/\Delta\):

| atom | \(\Delta_{\rm SI}\)/cm⁻¹ | \(\Delta\)/cm⁻¹ | \(s\)/% | \(s/(Z\alpha)^2\) |
|---|---|---|---|---|
| B | 32.94 | 32.95 | 0.046 | 0.342 |
| Al | 167.3 | 167.8 | 0.32 | 0.355 |
| Ga | 1182 | 1207 | 2.1 | 0.410 |
| In | 2916 | 3089 | 5.6 | 0.439 |
| Tl | 8577 | 10443 | 17.9 | 0.511 |

The digits serve to compare the two columns within one model; they are not predictions, since \(\Delta\) exceeds the measured splittings (about 15, 112, 826, 2213 and 7793 cm⁻¹) by factors from 2.2 for B to 1.3 for Tl. The last column starts near the hydrogenic 0.340 and rises; the closeness for boron is observed, not derived.

For Tl, \(E_0=-0.196668\) and \(\zeta=0.026054\). State interaction gives \(E_0-\zeta=-0.222722\), \(E_0+\zeta/2=-0.183641\) and \(\Delta_{\rm SI}=1.5\times0.026054=0.039081\). The exact levels are \(-0.232589\) and \(-0.185007\), and \(\Delta=0.047583\) (10443 cm⁻¹, 1.295 eV). State interaction misses 0.009867 in p₁/₂ and 0.001366 in p₃/₂; the difference, 0.00850 or 1866 cm⁻¹, is the missing splitting. The ratio is \(0.035921/0.011661=3.08\) instead of 2. The Dirac equation in the same potential gives 0.047578, so ZORA is not the source of the gap.

The integrand of section 3 is \(\zeta(-1)=0.052392\), \(\zeta(0)=0.026054\), \(\zeta(\tfrac12)=0.020952\), with mean \(0.047583/1.5=0.031722\); quadrature of \(\zeta(g)\) reproduces \(\Delta\). With \(E_2=-0.006325\), \(E_3=0.002045\) and the fitted \(E_4=-0.000789\), the partial sums are
\[
0.039081+0.004744=0.043825,\quad +0.002301\to0.0461,\quad +0.000740\to0.0469,
\]
which fall short of \(\Delta\) by 7.9, 3.1 and 1.5 % of \(\Delta\). Carried to orders 8 and 16, the series gives 0.04752 and 0.04758. The weighted mean moves by \(-0.004200\), of which \(E_2/2=-0.003162\), \(-E_3/4=-0.000511\) and \(3E_4/8=-0.000296\).

The mean radii are 3.133 (p₁/₂), 3.444 (scalar) and 3.567 bohr (p₃/₂). The slope \(d\langle r\rangle/dg=0.2611\) bohr predicts 3.183 and 3.574 at first order. The scalar function lacks 2.0 % of the p₁/₂ norm and 0.3 % of the p₃/₂ norm, yet \(\zeta(-1)\) is twice \(\zeta(0)\). A near-unit overlap is therefore no evidence that the spin-orbit integral is right.

## 7. Which states repair the error

In the sum for \(E_2\), states below 6p enter with positive sign and states above with negative sign. The core terms 2p to 5p, at \(-490.4,\ -111.8,\ -22.6,\ -2.9\) hartree, are 0.00212, 0.00223, 0.00273 and 0.00405, in all 0.011121. The three bound virtual states in the box give \(-0.000560\) and the continuum \(-0.016885\); this division depends on the box (the bound part is \(-0.00060\) in a 50 bohr box and \(-0.00057\), from six states, in a 150 bohr box), while \(E_2\) does not. The total, \(-0.00632\), is what remains of a cancellation.

The core terms have a many-electron meaning. In one \((j,m_j)\) block the second-order energy of a determinant is \(g^2\sum_{i\,\rm occ}\sum_{b\,\rm empty}|\xi_{bi}|^2/(E_i-E_b)\). Let \(v\) be 6p, \(c\) the core and \(u\) the virtual states. The atom has \(c\to u\) and \(v\to u\); the ion has \(c\to u\) and \(c\to v\). Atom minus ion is
\[
\sum_u\frac{|\xi_{uv}|^2}{E_v-E_u}-\sum_c\frac{|\xi_{vc}|^2}{E_c-E_v}=\sum_{n\neq v}\frac{|\xi_{nv}|^2}{E_v-E_n},
\]
the one-electron \(E_2\). The positive terms are core-to-6p excitations that the 6p electron blocks by the Pauli principle. In the nine lowest p states the coefficients are \(-0.002448\) (atom) and \(-0.012921\) (ion), each tested against finite differences of summed eigenvalues, and the difference 0.010473 equals the one-electron sum.

Diagonalizing \(H(g)\) in larger sets of scalar p states gives these errors relative to \(\Delta\); the rows with an energy cut depend on how the continuum is discretized and move by up to about 0.7 percentage point between bases:

| space | error/% |
|---|---|
| 6p | −17.9 |
| 6p and bound virtuals | −17.1 |
| 2p to 6p | −26.8 |
| 6p and all virtuals | +95 |
| all with \(E<10\) hartree | −23.8 |
| \(E<10^2\) | −20.3 |
| \(E<10^3\) | −14.4 |
| \(E<10^4\) | −7.7 |
| \(E<10^5\) | −2.7 |
| complete basis | 0.0 |

Since \(E_2\) enters \(\Delta\) as \(-\tfrac34E_2\), core states alone lower the splitting and virtual states alone raise it, as found. Second order gives the signs but not the sizes: for virtuals alone it predicts \(0.039081+0.75\times0.017445=0.0522\) against the computed 0.0929, and that excess is not analysed here. Enlarging the space does not improve the result monotonically; with all states below 100 hartree it is worse than with 6p alone. The variational principle does not forbid this, since the splitting is a difference of two eigenvalues. States above \(10^5\) hartree still carry about 2.5 % (2.7 % in this basis). The mismatch of exponents at the origin is not the main cause: with a uniformly charged nucleus of radius \(1.34\times10^{-4}\) bohr in the same frozen electronic potential, where that mismatch is absent, this part is nearly unchanged and \(\Delta\) falls by only 0.05 %. These states describe the change of radial shape close to the nucleus but mostly outside it. The complete basis reproduces the direct result, which is the sense in which state interaction is exact.

## 8. The agreement with experiment

One computed result might seem to support the manuscript. When the field is made self-consistent with separate radial functions for each \(j\) in every shell, and the half electron placed in 6p₁/₂ or 6p₃/₂, the levels are \(-0.226575\) and \(-0.187298\). The splitting is 0.039277 (8620 cm⁻¹, 1.07 eV), within 43 cm⁻¹, or 0.5 %, of \(\Delta_{\rm SI}\). That figure uses the midpoint rule: the self-consistent eigenvalue splitting is 12270, 8620 and 5123 cm⁻¹ at occupations 0, ½ and 1, and Simpson's rule gives 8646 cm⁻¹, 0.8 % from \(\Delta_{\rm SI}\). Both values lie nearer the measured splitting, about 7793 cm⁻¹ (0.97 eV), than the frozen-potential 1.3 eV does, but they are still about 10 % above it.

Relative to the exact frozen-potential levels, self-consistency raises p₁/₂ by 0.006014 and lowers p₃/₂ by 0.002291, removing \(10443-8620=1823\) cm⁻¹, close to the 1866 cm⁻¹ that the radial change adds. State interaction among valence states contains neither contribution, since it keeps one radial function and one potential. Both of its levels lie above the self-consistent ones, by 0.0039 and 0.0037 hartree. The shift comes from where the half electron is placed, not from the \(j\)-splitting of the shells as such: with \(j\)-split shells and the half electron spread as \(\tfrac16\) in 6p₁/₂ and \(\tfrac13\) in 6p₃/₂, the self-consistent levels are \(-0.232304\) and \(-0.184741\), a splitting of 0.047563 against the frozen 0.047583. Moving the half electron wholly into p₁/₂ raises that level by 0.0057, and moving it into p₃/₂ lowers that level by 0.0026. Most of this is the repulsion of the half electron by its own density, which the local density approximation does not remove. The Coulomb integral of the 6p₁/₂ density with itself is 0.289 hartree, that of 6p₃/₂ with itself 0.254, and that between the two 0.269. With all orbitals held fixed, moving the half electron changes the Hartree and exchange-correlation potentials so that p₁/₂ rises by 0.0070 and p₃/₂ falls by 0.0031; relaxation of the orbitals reduces these shifts to the self-consistent values. Nothing here shows that the cancellation holds for another functional, for a correlated wavefunction or for another element. The figure of 18 % accordingly belongs to the frozen potential and is not a prediction of the net error against measurement.

## Changes requested

The word "exact" should be restricted to a complete p space, and the valence result described as one without radial relaxation. Agreement with the measured splitting should not be cited as proof unless the radial and self-consistency contributions are computed separately. For thallium the manuscript should either use \(j\)-dependent spinors or include single excitations from the valence p shell and from the core p shells in exponential form, as in coupled-cluster theory, in a basis able to describe the region \(r\lesssim10a\approx0.02\) bohr, which holds about nine tenths of \(\zeta(-1)-\zeta(0)\) (the region \(r<a\) holds about one eighth), and should report convergence against a two-component result in the same potential. A linear expansion limited to single excitations is not enough. It is not size-consistent, so the large relaxation energy of the core disturbs the valence splitting: in the frozen-potential model, with 2p to 6p excited, it gives 0.0440 hartree instead of 0.0476.

## Calculated quantities

```
l.s eigenvalues for l=1: [-1.  -1.   0.5  0.5  0.5  0.5]
hydrogenic 2p: E2 for r^-3 = -49/864 a.u.; shortfall/(Z alpha)^2 limit 0.3403, Z=2 numeric 0.3402
alpha = 0.007297353; 1 hartree = 219474.63 cm^-1 = 27.21139 eV
atom (Z alpha)^2  E0/hartree  SI/cm^-1  exact/cm^-1  shortfall/%  shortfall/(Z alpha)^2
B 0.00133 -0.30102 32.94 32.95 0.046 0.342
Al 0.00900 -0.21231 167.28 167.82 0.320 0.355
Ga 0.05117 -0.21373 1181.70 1207.00 2.096 0.410
In 0.12786 -0.20342 2916.12 3089.36 5.608 0.439
Tl 0.34938 -0.19667 8577.33 10443.18 17.867 0.511
Tl 6p, hartree unless stated
E0 -0.196668  E(p1/2) -0.232589  E(p3/2) -0.185007
SI levels: p1/2 -0.222722  p3/2 -0.183641
zeta(-1) 0.052392  zeta(0) 0.026054  zeta(1/2) 0.020952
E2 -0.006325 (fit -0.006325)  E3 0.002045 (fit 0.002045)  E4 fit -0.000789
splitting: order1 0.039081 order2 0.043825 order3 0.046125 exact 0.047583 HF integral 0.047583
main: SI 8577 cm^-1, exact ZORA 10443 cm^-1 (1.295 eV), missing 1866 cm^-1
Lande ratio 3.0805; centre shift -0.004200, E2/2 -0.003162
Dirac splitting in same V 0.047578 = 10442 cm^-1
<r>/bohr: p1/2 3.1329 scalar 3.4438 p3/2 3.5671; d<r>/dg 0.2611
1-overlap^2: scalar-p1/2 0.01960 scalar-p3/2 0.00275 p1/2-p3/2 0.03667
g=-1: gamma 0.8066, r P'/P at 1e-05 bohr 0.8092
g=0: gamma 1.6281, r P'/P at 1e-05 bohr 1.6284
g=0.5: gamma 1.9107, r P'/P at 1e-05 bohr 1.9102
critical g* -1.3253; a = Z/(2c^2) 2.157e-03 bohr
E2 core terms 2p..5p: [0.00212  0.002228 0.002725 0.004047] sum 0.011121
core energies 2p..5p: [-490.447 -111.752  -22.551   -2.927]
E2 bound virtuals (3 states) -0.000560; continuum -0.016885
SI space 6p only (1): 0.039081 hartree, error -17.87 %
SI space 6p + bound virtuals (4): 0.039425 hartree, error -17.14 %
SI space 2p..6p (5): 0.034823 hartree, error -26.82 %
SI space 6p + all virtuals (131): 0.092885 hartree, error 95.21 %
SI space all p with E<10 hartree (27): 0.036274 hartree, error -23.77 %
SI space all p with E<100 hartree (32): 0.037915 hartree, error -20.32 %
SI space all p with E<1000 hartree (38): 0.040750 hartree, error -14.36 %
SI space all p with E<10000 hartree (44): 0.043932 hartree, error -7.67 %
SI space all p with E<100000 hartree (50): 0.046300 hartree, error -2.70 %
SI space complete (135): 0.047583 hartree, error 0.00 %
9-state second order: ion -0.012921 atom -0.002448 difference 0.010473
j-resolved SCF: p1/2 -0.226575 p3/2 -0.187298 hartree
j-resolved SCF splitting 0.039277 hartree = 8620 cm^-1 = 1.069 eV
```
